\section*{Rupture barrier and lifetime of a Morse bond under constant force}

\section*{The problem}

A crack in a brittle dielectric film advances by breaking bonds that carry load. Consider one such bond, with stretch $x$ measured from its unloaded length and energy
\begin{equation}
V(x)=D\left(1-e^{-ax}\right)^2 ,
\label{eq:morse}
\end{equation}
where $D$ is the depth of the well and $1/a$ its range. A constant force $f$ pulls the bond open. Its potential energy is $-fx$, so the total energy is
\begin{equation}
U(x)=V(x)-fx .
\label{eq:tilt}
\end{equation}
The load is dead: $f$ keeps its value while the bond opens. The stretch is the one coordinate of the model. The rupture barrier $E(f)$ means the difference of $U$ between its maximum and its minimum. It is a classical potential-energy difference, without zero-point energy or entropy.

The numerical example is a Si--O bond in a porous organosilicate low-$k$ film, with rough typical parameters $D=4.5$ eV and $a=17\ \mathrm{nm^{-1}}$, at $T=378$ K, where $kT=0.03257$ eV.

\section*{(a) What is the largest force the bond can exert?}

\textbf{Solution.} Put $u=e^{-ax}$, so that $du/dx=-au$ and $V=D(1-u)^2$. The chain rule gives
\begin{equation}
V'(x)=-2D(1-u)\frac{du}{dx}=2aD\,(u-u^2).
\label{eq:force}
\end{equation}
This is the force with which the bond resists stretching. Completing the square,
\begin{equation}
u-u^2=\frac14-\left(u-\frac12\right)^2 ,
\end{equation}
shows that it is greatest at $u=1/2$, that is, at $x=\ln 2/a$:
\begin{equation}
f_{\max}=\frac{aD}{2}.
\label{eq:fmax}
\end{equation}
A second derivative gives the stiffness at any stretch,
\begin{equation}
V''(x)=2aD(1-2u)\frac{du}{dx}=2a^2D\,u(2u-1).
\label{eq:curv}
\end{equation}
At $x=0$, where $u=1$, it equals $2a^2D$.

For the example, $f_{\max}=17\times4.5/2=38.25$ eV/nm, or 6.13 nN, reached at a stretch of 0.041 nm. The unloaded stiffness is 417 N/m.

\section*{(b) Where does the loaded bond rest, and where does it break?}

\textbf{Solution.} At a stationary point of $U$ the bond force balances the load, $V'=f$. By \eqref{eq:force}, and since $2aD=4f_{\max}$,
\begin{equation}
u^2-u+\frac{f}{4f_{\max}}=0 .
\end{equation}
The quadratic formula gives
\begin{equation}
u_\pm=\frac{1\pm s}{2},\qquad s=\sqrt{1-\frac{f}{f_{\max}}} .
\label{eq:roots}
\end{equation}
For $0<f<f_{\max}$ we have $0<s<1$. Both roots then lie between 0 and 1 and correspond to real, positive stretches $x_\pm=-(1/a)\ln u_\pm$.

The linear term $-fx$ does not change the curvature, so $U''=V''$. Since $2u_\pm-1=\pm s$, equation \eqref{eq:curv} gives
\begin{align}
U''(x_+)&=2a^2D\,\frac{1+s}{2}\,s=a^2D\,s(1+s)>0,
\label{eq:kmin}\\
U''(x_-)&=2a^2D\,\frac{1-s}{2}\,(-s)=-a^2D\,s(1-s)<0 .
\label{eq:kmax}
\end{align}
The bond rests at $x_+$. The maximum lies at $x_-$, which is the larger stretch because $u$ decreases with $x$. Beyond it the load pulls harder than the bond resists.

The range of validity follows from the same algebra. At $f=f_{\max}$ the two points merge and $U'=-4f_{\max}(u-\tfrac12)^2\le0$, so no barrier is left. For $f>f_{\max}$, $U'$ is negative everywhere and the bond opens without activation. At $f=0$ the root $u_-$ vanishes and the maximum has moved to infinite stretch. For a compressive force, $f<0$, the root $u_-$ is negative and corresponds to no real stretch.

\section*{(c) How high is the barrier?}

\textbf{Solution.} The barrier is the rise of the bond energy less the work done by the load:
\begin{equation}
E=V(x_-)-V(x_+)-f\,\Delta x,\qquad \Delta x=x_--x_+ .
\label{eq:balance}
\end{equation}
From \eqref{eq:roots}, $1-u_-=(1+s)/2$ and $1-u_+=(1-s)/2$. Hence
\begin{equation}
V(x_-)-V(x_+)=\frac D4\left[(1+s)^2-(1-s)^2\right]=\frac D4\,(4s)=Ds .
\end{equation}
The separation of the two points is
\begin{equation}
\Delta x=\frac1a\ln\frac{u_+}{u_-}=\frac1a\ln\frac{1+s}{1-s}=\frac2a\,\mathrm{artanh}(s).
\label{eq:dx}
\end{equation}
The last step uses the definition of the inverse function: if $s=\tanh y=(e^{2y}-1)/(e^{2y}+1)$, then $e^{2y}=(1+s)/(1-s)$.

The definition of $s$ also gives $f=f_{\max}(1-s^2)=\tfrac12aD(1-s^2)$, so the work of the load is
\begin{equation}
f\,\Delta x=\frac{aD}{2}(1-s^2)\,\frac2a\,\mathrm{artanh}(s)=D(1-s^2)\,\mathrm{artanh}(s).
\end{equation}
The range parameter $a$ cancels. Subtraction gives
\begin{equation}
\boxed{E=D\left[s-(1-s^2)\,\mathrm{artanh}(s)\right]},\qquad 0<f<f_{\max}.
\label{eq:barrier}
\end{equation}
At a given fraction $f/f_{\max}$ the barrier is thus proportional to $D$ and independent of $a$; the range enters through $f_{\max}$.

For $D=4.5$ eV the barrier is 3.45 eV at $f/f_{\max}=0.10$, 2.42 eV at 0.25, 1.20 eV at 0.50, 0.40 eV at 0.75 and 0.10 eV at 0.90. Half the maximum force removes about 73\,\% of the well depth.

\section*{(d) How does the barrier respond to force, and what are its two limits?}

\textbf{Solution.} Differentiate \eqref{eq:balance}, remembering that both stationary points move with $f$:
\begin{equation}
\frac{dE}{df}=\left[V'(x_-)-f\right]\frac{dx_-}{df}-\left[V'(x_+)-f\right]\frac{dx_+}{df}-\Delta x=-\Delta x .
\label{eq:slope}
\end{equation}
Both brackets vanish by force balance. The separation $\Delta x$ is therefore the local activation length. By \eqref{eq:dx} it shrinks as $f$ grows, so the barrier falls ever more slowly with force.

\emph{Near the maximum force}, $s$ is small. With $\mathrm{artanh}(s)=s+s^3/3+s^5/5+\dots$,
\begin{align}
(1-s^2)\,\mathrm{artanh}(s)
&=s+\left(\frac13-1\right)s^3+\left(\frac15-\frac13\right)s^5+\dots\nonumber\\
&=s-\frac23s^3-\frac2{15}s^5-\dots ,
\end{align}
and therefore
\begin{equation}
E=\frac23Ds^3\left(1+\frac{s^2}{5}+\dots\right).
\label{eq:near}
\end{equation}
The barrier closes as $(1-f/f_{\max})^{3/2}$. The coefficient of $s^{2n+1}$ in $E/D$ is $1/(2n-1)-1/(2n+1)=2/(4n^2-1)$ for $n\ge1$. All these coefficients are positive, so the leading term is a lower bound on the barrier.

\emph{At small force}, write $\varphi=f/f_{\max}=1-s^2$. Then $s=1-\varphi/2+O(\varphi^2)$, and
\begin{equation}
\mathrm{artanh}(s)=\frac12\ln\frac{(1+s)^2}{1-s^2}=\frac12\ln\frac4\varphi+O(\varphi).
\end{equation}
Insertion in \eqref{eq:barrier} gives
\begin{equation}
E=D\left[1-\frac\varphi2\left(1+\ln\frac4\varphi\right)\right]+O(D\varphi^2).
\label{eq:weak}
\end{equation}
The barrier tends to $D$, but its slope, $-(1/a)\ln(4/\varphi)$ at leading order, diverges. A linear law $E=D-fx^\ddagger$ with a fixed length $x^\ddagger$ therefore cannot describe the approach to zero force: the maximum recedes without limit as the load is removed.

\section*{(e) Which constant force gives a mean life of ten years at 378 K?}

\textbf{Solution.} A life requires dynamics as well as a barrier. Let the stretch move classically with the reduced mass $\mu$ of the two atoms, let it be in thermal equilibrium in the well, and count each outward crossing of $x_-$ as a rupture. Friction can send the bond back across $x_-$; this recrossing is neglected here and would lengthen the life. The rate is then the mean outward flux,
\begin{equation}
\Gamma=\frac{\int_0^\infty v\,e^{-\mu v^2/2kT}dv}{\int_{-\infty}^{\infty}e^{-\mu v^2/2kT}dv}\;
\frac{e^{-U(x_-)/kT}}{\int_{-\infty}^{x_-}e^{-U(x)/kT}dx}.
\end{equation}
The first fraction is $(kT/\mu)/\sqrt{2\pi kT/\mu}=\sqrt{kT/2\pi\mu}$. For $E\gg kT$ the configuration integral comes mostly from the bottom of the well. Expanding $U$ there to second order makes it $\sqrt{2\pi kT/U''(x_+)}\;e^{-U(x_+)/kT}$. The product is
\begin{equation}
\Gamma=\nu_0\,e^{-E/kT},\qquad
\nu_0=\frac{\omega_0}{2\pi}=\frac1{2\pi}\sqrt{\frac{a^2D\,s(1+s)}{\mu}},
\label{eq:rate}
\end{equation}
and the mean life is $\tau=1/\Gamma$.

Ten years is $3.154\times10^8$ s, and $\mu=10.19$ u. Because $\nu_0$ also depends on $s$, the equation $\tau=10$ years is solved numerically. The solution is
\begin{equation}
\frac{f}{f_{\max}}=0.398,\qquad f=15.24\ \mathrm{eV/nm}=2.44\ \mathrm{nN},\qquad s=0.776 .
\end{equation}

The numbers can be followed by hand. At this force $\mathrm{artanh}(s)=1.0344$, so $\Delta x=2\times1.0344/17=0.1217$ nm. The bond energy rises by $Ds=3.490$ eV, the load supplies $15.237\times0.1217=1.854$ eV, and the barrier is
\begin{equation}
E=3.490-1.854=1.636\ \mathrm{eV}.
\end{equation}
Locating the two extrema of $U$ numerically, without the closed form, also gives 1.636 eV. The attempt frequency is $\nu_0=2.07\times10^{13}$ Hz, so the required life demands $E=kT\ln(\nu_0\tau)=0.03257\times50.23=1.636$ eV, as it should. The leading term of \eqref{eq:near} gives 1.40 eV, about 14\,\% below the full barrier; this force is too far from $f_{\max}$ for that term alone.

The life is very sensitive to load. At the same temperature, 10\,\% more force multiplies it by $4.1\times10^{-3}$, which turns ten years into about 15 days. The slope \eqref{eq:slope} explains the size: the barrier drops by roughly $0.1f\Delta x=0.185$ eV, or 5.7 $kT$. Cooling to 298 K at the same force raises the model life to about $7\times10^6$ years.

These are lives of one bond. If $N$ independent bonds carry the same force, their rates add and the mean time to the first break is $\tau/N$.

\section*{(f) How far do the neglected effects move the result?}

\textbf{Solution.} Each effect is evaluated at the ten-year force and 378 K.

\emph{Compliance of the surroundings.} A real network relaxes as the bond opens, so the load falls. Represent it by a column of film of modulus $Y=8$ GPa and length $\ell=1$ nm, with the cross-section $1/n$ that belongs to one bond at a density $n=5\ \mathrm{nm^{-2}}$. Its stiffness is
\begin{equation}
K=\frac{Y}{n\ell}=\frac{8\times10^9}{(5\times10^{18})(10^{-9})}=1.6\ \mathrm{N/m}.
\end{equation}
If the force is $f$ at the resting point, the energy becomes $U+\tfrac12K(x-x_+)^2$. The minimum is unchanged. Any opening path must pass $x_-$, so the barrier rises by at least $\tfrac12K\Delta x^2=0.074$ eV. The numerical maximum gives a rise of 0.077 eV, which lengthens the life by a factor of about 11. This factor depends strongly on the assumed column length: it is about 3 for 2 nm, 150 for 0.5 nm, $8\times10^3$ for 0.3 nm and $6\times10^6$ for 0.2 nm. The column indicates scale only. The ten-year force spread over the area $1/n$ is a stress of 12 GPa, larger than $Y$ itself and far outside the linear range in which $K=Y/(n\ell)$ holds, so the local stiffness at a real crack tip is not fixed by this estimate.

\emph{Shape of the bond curve.} The Rydberg curve $V_R=D[1-(1+bx)e^{-bx}]$ has $V_R'=Db^2x\,e^{-bx}$ and hence $V_R''(0)=Db^2$. The choice $b=\sqrt2\,a$ gives it the depth and initial stiffness of the Morse curve. At the same absolute force its barrier is 1.75 eV, higher by 0.12 eV. With the prefactor held fixed, the life grows by a factor of about 37. Depth and stiffness alone therefore do not fix a lifetime, although they fix the force scale rather better: by \eqref{eq:slope}, 0.12 eV corresponds to a change of about $0.12/0.122\approx1$ eV/nm, or 6\,\% of the ten-year force.

\emph{Quantum motion.} In the harmonic well the classical partition function is $kT/\hbar\omega_0$ and the quantum one is $1/(2\sinh y)$, with $y=\hbar\omega_0/2kT$. Replacing the first by the second multiplies the rate by $\sinh(y)/y$. With $\hbar\omega_0=0.0857$ eV, $y=1.32$ and the factor is 1.31. Tunnelling, evaluated from the action under the actual barrier, with a parabolic form for energies above its top, adds a factor of 1.04. Together they raise the rate by 36\,\%, equivalent to lowering the barrier by $kT\ln1.364=0.010$ eV. The classical anharmonic correction is smaller still: the full configuration integral gives 0.993 times the harmonic rate.

\emph{Water.} Water can open a strained Si--O bond by reaction, along a path that \eqref{eq:tilt} does not contain. For scale, suppose that each stressed site holds a water molecule for a fraction $p=10^{-3}$ of the time, that water comes and goes much faster than it reacts, so that the reaction rate is averaged over this occupancy, that the reaction barrier under this load is roughly $E_w=1.0$ eV, and that the attempt frequency is the same. The ratio of wet to dry rates is
\begin{equation}
p\,e^{(E-E_w)/kT}=10^{-3}\,e^{0.636/0.03257}\approx3\times10^5 ,
\end{equation}
which would cut ten years to about a quarter of an hour. The two rates are equal for $E_w=E+kT\ln p=1.41$ eV; under these assumptions a lower reaction barrier makes water the faster route. The ratio depends exponentially on a roughly known barrier, so it indicates scale and is not a prediction.

\emph{Comparison with a real film.} Organosilicate low-$k$ films have moduli of several GPa and tensile stresses of some tens of MPa, as rough figures. A stress of 50 MPa shared by 5 bonds per $\mathrm{nm^2}$ puts on average 0.010 nN on each bond. The ten-year force is roughly 240 times larger, so in this model an evenly loaded film is far from bond rupture, and the barrier matters where a flaw or crack tip concentrates the force. Of the effects evaluated here, moisture moves the life most if the occupancy and reaction barrier assumed above apply and the column length is 0.3 nm or more; at 0.2 nm the compliance factor is the larger. The rough bond parameters matter too. A change of 10\,\% in $D$ at fixed $a$ moves the ten-year force by about 19\,\%, and at fixed force it changes the life by a factor of more than $10^4$. A change of 10\,\% in $a$ at fixed $D$ moves the ten-year force by about 10\,\%. The force of 2.44 nN therefore describes a dry, isolated bond with the assumed parameters under dead load, and its digits serve to follow the calculation, not to state its accuracy for a real film. It is not a design limit for a film exposed to moisture, for which the reaction barrier and its dependence on force would be needed.

\section*{Computed values}
\begin{verbatim}
Input depth D: 4.50 eV
Input inverse range a: 17.0 1/nm
Input temperature: 378 K; kT = 0.03257 eV
Reduced mass Si-O: 10.193 u
Unloaded stiffness: 416.7 N/m
Maximum force: 38.250 eV/nm = 6.128 nN
Stretch at maximum force: 0.0408 nm
f/f_max 0.10: s = 0.9487, barrier = 3.4508 eV
f/f_max 0.25: s = 0.8660, barrier = 2.4155 eV
f/f_max 0.50: s = 0.7071, barrier = 1.1989 eV
f/f_max 0.75: s = 0.5000, barrier = 0.3961 eV
f/f_max 0.90: s = 0.3162, barrier = 0.0969 eV
Target mean life: 10 years = 3.1536e+08 s
Ten-year force ratio f/f_max: 0.3984
Ten-year force: 15.237 eV/nm = 2.441 nN
s at ten-year force: 0.7757
artanh(s) at ten-year force: 1.0344
Stretch at minimum: 0.0070 nm
Stretch at maximum: 0.1287 nm
Separation of extrema: 0.1217 nm
Rise of bond energy D*s: 3.4904 eV
Work of load: 1.8542 eV
Barrier, formula: 1.6362 eV
Barrier, numerical extrema: 1.6362 eV
Leading near-f_max form (2/3)D*s^3: 1.4000 eV
Attempt frequency: 2.072e+13 Hz
Life ratio for 10 % more force: 4.110e-03
Life at 298 K, same force: 7.185e+06 years
Input film stress: 50 MPa
Input bond density: 5.0 per nm^2
Average force per bond: 0.0100 nN
Force concentration needed: 244
Input film modulus: 8.0 GPa; column length: 1.0 nm
Network stiffness: 1.60 N/m
Network barrier change: +0.0774 eV; lower bound 0.0739 eV
Network life factor: 10.78
Rydberg-curve barrier: 1.7538 eV; change +0.1176 eV
Rydberg-curve life factor, same prefactor: 3.696e+01
Well quantum energy: 0.0857 eV; zero-point level 0.0427 eV
Quantum well rate factor: 1.314
Tunnelling rate factor: parabola 1.0374, action 1.0373
Combined quantum rate factor: 1.364
Classical anharmonic rate factor: 0.9932
Input water occupancy: 1e-03; rough water barrier: 1.0 eV
Water barrier giving equal rate: 1.411 eV
Water-to-dry rate ratio: 3.0e+05
\end{verbatim}
